# Counting TiSi2 line segments that contain no C54 nucleus: a numerical check

```python
"""
Result under test: if point nuclei lie independently and uniformly with
density n, a line segment of width w and length L (area a = w*L) contains
no nucleus with probability P0 = exp(-n*a).
For n = 1 per um^2, w = 0.1 um, L = 5 um this is about 61 percent.
Also sized: spread of density, growth from neighbouring segments, and
nucleation only at triple junctions of C49 grains (Voronoi model grains).
All lengths are in micrometres (um).
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.spatial import Voronoi, cKDTree

rng = np.random.default_rng(12345)
density = 1.0
width = 0.1
length = 5.0
area = width * length
mean_number = density * area
p_empty = math.exp(-mean_number)


def simulated_fractions(side_x, side_y, tile_x, tile_y, repeats):
    """Throw nuclei on a rectangle, return fractions of tiles with 0, 1, 2."""
    nx, ny = round(side_x / tile_x), round(side_y / tile_y)
    number = round(density * side_x * side_y)
    tally = np.zeros(3)
    for _ in range(repeats):
        ix = np.floor(rng.random(number) * side_x / tile_x).astype(int)
        iy = np.floor(rng.random(number) * side_y / tile_y).astype(int)
        ix = np.minimum(ix, nx - 1)
        iy = np.minimum(iy, ny - 1)
        counts = np.bincount(ix * ny + iy, minlength=nx * ny)
        tally += [np.mean(counts == k) for k in range(3)]
    return tally / repeats


# Random nuclei on a large area, cut into narrow segments
sim_line = simulated_fractions(50.0, 50.0, length, width, 200)
poisson = [p_empty * mean_number**k / math.factorial(k) for k in range(3)]
assert np.all(np.abs(sim_line - poisson) < 0.0025)
assert round(100 * sim_line[0]) == 61

# Same area, compact shape
sim_compact = simulated_fractions(50.0, 50.0, 1.0, 0.5, 200)
assert abs(sim_compact[0] - p_empty) < 0.0025

# Small total area: finite-number formula, distinct from its limit
small_total = 5.0
p_small = (1 - area / small_total) ** round(density * small_total)
sim_small = simulated_fractions(5.0, 1.0, length, width, 60000)
assert abs(sim_small[0] - p_small) < 0.003
assert abs(sim_small[0] - p_empty) > 0.008

# Leading correction for a large but finite total area
large_total = 500.0
p_large = (1 - area / large_total) ** round(density * large_total)
correction = -density * area**2 / (2 * large_total)
assert abs(math.log(p_large / p_empty) / correction - 1) < 0.01

# Density needed for one percent empty segments, checked by simulation
target = 0.01
density_needed = math.log(1 / target) / area
trial_total = 2500.0
hits = rng.binomial(round(density_needed * trial_total),
                    area / trial_total, size=400000)
assert abs(np.mean(hits == 0) - target) < 0.001

# Normal spread of the mean number from segment to segment
spread = 0.20
sigma = spread * mean_number


def spread_integrand(m):
    weight = math.exp(-0.5 * ((m - mean_number) / sigma) ** 2)
    return math.exp(-m) * weight / (sigma * math.sqrt(2 * math.pi))


p_spread_quad = quad(spread_integrand, 0.0, 2 * mean_number)[0]
p_spread = math.exp(-mean_number + sigma**2 / 2)
assert abs(p_spread_quad - p_spread) < 1e-5
p_low_density = math.exp(-(1 - spread) * mean_number)
p_high_density = math.exp(-(1 + spread) * mean_number)

# Growth along a continuous line from nuclei outside the segment
reach = 1.0
line_length = 2.0e6
positions = np.sort(rng.random(round(density * width * line_length))
                    * line_length)
starts = np.arange(length, line_length - 2 * length, length)
first = np.searchsorted(positions, starts - reach)
last = np.searchsorted(positions, starts + length + reach)
sim_untouched = np.mean(first == last)
p_untouched = math.exp(-density * width * (length + 2 * reach))
assert abs(sim_untouched - p_untouched) < 0.005

# C49 grains as Voronoi cells; C54 nuclei only at their triple junctions
grain_size = 0.2
grain_density = 1 / grain_size**2
junction_density = 2 * grain_density
chance = density / junction_density


def grain_structure(size_x, size_y):
    """Grain centres and triple junctions inside a centred rectangle."""
    number = round(grain_density * size_x * size_y)
    centres = (rng.random((number, 2)) - 0.5) * [size_x, size_y]
    points = Voronoi(centres).vertices
    inside = ((np.abs(points[:, 0]) < size_x / 2)
              & (np.abs(points[:, 1]) < size_y / 2))
    return centres, points[inside]


# Segments cut from a finished film, away from the film's own border
film_centres, film_junctions = grain_structure(40.0, 40.0)
inner = 30.0
inner_centres = np.all(np.abs(film_centres) < inner / 2, axis=1).sum()
inner_junctions = np.all(np.abs(film_junctions) < inner / 2, axis=1).sum()
junctions_per_grain = inner_junctions / inner_centres
assert abs(junctions_per_grain - 2) < 0.06
film_counts = np.histogram2d(
    film_junctions[:, 0], film_junctions[:, 1],
    bins=[np.linspace(-inner / 2, inner / 2, round(inner / length) + 1),
          np.linspace(-inner / 2, inner / 2, round(inner / width) + 1)])[0]
p_cut_film = np.mean((1 - chance) ** film_counts)
assert abs(p_cut_film - p_empty) < 0.012

# Grains formed inside the narrow line
strip_length = 200.0
edges = np.linspace(-95.0, 95.0, 39)
strip_counts = []
for _ in range(40):
    strip_centres, strip_junctions = grain_structure(strip_length, width)
    strip_counts.append(np.histogram(strip_junctions[:, 0], edges)[0])
strip_counts = np.concatenate(strip_counts)
film_mean = film_counts.mean()
strip_mean = strip_counts.mean()
p_narrow = np.mean((1 - chance) ** strip_counts)
assert strip_mean < 0.5 * film_mean
assert p_narrow > p_empty + 0.1

# Junction count of one line: walk its perimeter and count grain changes
step = 0.0005
xs = np.arange(-strip_length / 2, strip_length / 2, step)
ys = np.arange(-width / 2, width / 2, step)
bottom = np.column_stack([xs, np.full(xs.size, -width / 2)])
right = np.column_stack([np.full(ys.size, strip_length / 2), ys])
top = np.column_stack([xs[::-1], np.full(xs.size, width / 2)])
left = np.column_stack([np.full(ys.size, -strip_length / 2), ys[::-1]])
walk = np.vstack([bottom, right, top, left])
labels = cKDTree(strip_centres).query(walk)[1]
edge_junctions = int(np.sum(labels != np.roll(labels, 1)))
inside_junctions = len(strip_junctions)
euler_total = 2 * len(strip_centres) - 2
# the finite step can miss a few very short grain edges
assert abs(inside_junctions + edge_junctions - euler_total) \
    < 0.01 * euler_total

print(f"Nucleus density: {density:.1f} per um^2")
print(f"Segment width: {width:.1f} um")
print(f"Segment length: {length:.1f} um")
print(f"Segment area: {area:.2f} um^2")
print(f"Mean number of nuclei per segment: {mean_number:.2f}")
print(f"Empty fraction, formula: {p_empty:.4f}")
print(f"Empty fraction, formula: {100 * p_empty:.1f} percent")
print(f"Empty fraction, simulated lines: {sim_line[0]:.4f}")
print(f"Empty fraction, simulated 1.0 x 0.5 um: {sim_compact[0]:.4f}")
print(f"Fraction with one nucleus, formula: {poisson[1]:.4f}")
print(f"Fraction with one nucleus, simulated: {sim_line[1]:.4f}")
print(f"Fraction with two nuclei, formula: {poisson[2]:.4f}")
print(f"Fraction with two nuclei, simulated: {sim_line[2]:.4f}")
print(f"Fraction with at least one: {1 - p_empty:.4f}")
print(f"Fraction with two or more: {1 - poisson[0] - poisson[1]:.4f}")
print(f"Small total area: {small_total:.1f} um^2")
print(f"Empty fraction there, formula: {p_small:.4f}")
print(f"Empty fraction there, simulated: {sim_small[0]:.4f}")
print(f"Large total area: {large_total:.0f} um^2")
print(f"Empty fraction there, formula: {p_large:.4f}")
print(f"Target empty fraction: {100 * target:.0f} percent")
print(f"Density needed for target: {density_needed:.2f} per um^2")
print(f"Relative spread or shift of density: {100 * spread:.0f} percent")
print(f"Empty fraction with spread: {p_spread:.4f}")
print(f"Empty fraction, density shifted down: {p_low_density:.3f}")
print(f"Empty fraction, density shifted up: {p_high_density:.3f}")
print(f"Growth reach from neighbours: {reach:.1f} um")
print(f"Untouched fraction, formula: {p_untouched:.3f}")
print(f"Untouched fraction, simulated: {sim_untouched:.3f}")
print(f"C49 grain size (rough): {grain_size:.1f} um")
print(f"Junction density in film: {junction_density:.0f} per um^2")
print(f"Nucleation chance per junction: {chance:.3f}")
print(f"Junctions per grain in model film: {junctions_per_grain:.3f}")
print(f"Junctions per segment, cut from film: {film_mean:.1f}")
print(f"Empty fraction, cut from film: {p_cut_film:.3f}")
print(f"Junctions per segment, grown in line: {strip_mean:.2f}")
print(f"Empty fraction, grown in line: {p_narrow:.3f}")
print(f"Grains in one 200 um line: {len(strip_centres)}")
print(f"Interior junctions in that line: {inside_junctions}")
print(f"Edge junctions in that line: {edge_junctions}")
print(f"Euler total for that line: {euler_total}")
print("ALL CHECKS PASSED")
```

Output:

```
Nucleus density: 1.0 per um^2
Segment width: 0.1 um
Segment length: 5.0 um
Segment area: 0.50 um^2
Mean number of nuclei per segment: 0.50
Empty fraction, formula: 0.6065
Empty fraction, formula: 60.7 percent
Empty fraction, simulated lines: 0.6062
Empty fraction, simulated 1.0 x 0.5 um: 0.6064
Fraction with one nucleus, formula: 0.3033
Fraction with one nucleus, simulated: 0.3038
Fraction with two nuclei, formula: 0.0758
Fraction with two nuclei, simulated: 0.0759
Fraction with at least one: 0.3935
Fraction with two or more: 0.0902
Small total area: 5.0 um^2
Empty fraction there, formula: 0.5905
Empty fraction there, simulated: 0.5900
Large total area: 500 um^2
Empty fraction there, formula: 0.6064
Target empty fraction: 1 percent
Density needed for target: 9.21 per um^2
Relative spread or shift of density: 20 percent
Empty fraction with spread: 0.6096
Empty fraction, density shifted down: 0.670
Empty fraction, density shifted up: 0.549
Growth reach from neighbours: 1.0 um
Untouched fraction, formula: 0.497
Untouched fraction, simulated: 0.497
C49 grain size (rough): 0.2 um
Junction density in film: 50 per um^2
Nucleation chance per junction: 0.020
Junctions per grain in model film: 2.001
Junctions per segment, cut from film: 25.1
Empty fraction, cut from film: 0.605
Junctions per segment, grown in line: 0.93
Empty fraction, grown in line: 0.982
Grains in one 200 um line: 500
Interior junctions in that line: 35
Edge junctions in that line: 963
Euler total for that line: 998
ALL CHECKS PASSED
```
